# Tunnelling through a sliced ferroelectric barrier by composing scattering matrices

## Two layers by hand

An electron meets a layer of width $h$ whose band edge equals its energy. The same propagating medium lies on both sides, and the motion is along $x$. Inside the layer the wave neither oscillates nor decays: it is a straight line.

The mass $m$, in units of the electron mass $m_e$, may differ from that outside, so the kinetic operator is $-\eta\,\partial_x(1/m)\partial_x$, with $\eta=\hbar^2/2m_e=0.0381$ eV nm². Integrating the wave equation over a vanishing interval around a mass step leaves no jump in $\psi'/m$; $\psi$ itself is continuous because $\psi'$ is finite. We therefore follow the pair
$$\psi,\qquad \varphi=\psi'/m .$$

In the layer $\varphi$ is constant and $\psi$ grows by $mh\varphi$. Outside, a right-moving amplitude $a$ and a left-moving amplitude $b$ give
$$\psi=a+b,\qquad \varphi=iY_0(a-b),\qquad Y_0=q_0/m_0 ,$$
where $q_0$ and $m_0$ are the wavenumber and mass of the medium, and $Y_0$ is its admittance. Send in unit amplitude from the left. Constancy of $\varphi$ and the change of $\psi$ give
$$1-r=t,\qquad t=1+r+imhY_0(1-r).$$
Put $\alpha=mhY_0$ and insert $r=1-t$ in the second equation: $t=2-t+i\alpha t$. Hence
$$t=\frac{2}{2-i\alpha},\qquad r=1-t=\frac{-i\alpha}{2-i\alpha}.$$

Now place two such layers in sequence, with a zero-width gap of the outer medium between them. The gap changes nothing, since $\psi$ and $\varphi$ pass through it unaltered, but it gives us amplitudes to count. Waves bouncing in the gap add as a geometric series:
$$t_2=t^2(1+r^2+r^4+\dots)=\frac{t^2}{1-r^2}.$$
Since $r^2=-\alpha^2/(2-i\alpha)^2$,
$$t_2=\frac{4}{(2-i\alpha)^2+\alpha^2}=\frac{4}{4-4i\alpha}=\frac{2}{2-2i\alpha}.$$
This is the one-layer formula with $h$ replaced by $2h$, as it must be. For $\alpha=1$ one layer transmits $|t|^2=4/5$ and two transmit $1/2$. Adding probabilities instead of amplitudes would give $(4/5)^2/(1-1/25)=2/3$: the phases of the bounces matter.

A sliced barrier needs this calculation for a general layer, and a way to keep very small transmissions representable.

## One general slice

Let $V(x)$ be the band edge, $E$ the total energy and $k$ the conserved in-plane wavenumber. The mass is isotropic, $V$ and $m$ are real, and scattering is coherent. The equation is
$$-\eta\left(\frac{\psi'}{m}\right)'+\left(V+\frac{\eta k^2}{m}\right)\psi=E\psi .$$
In a uniform slice this becomes $\psi''=-q^2\psi$, with
$$q^2=\frac{m(E-V)}{\eta}-k^2 .$$
Define $c=\cos qh$ and $s=\sin(qh)/q$. The solution starting from $(\psi_0,\varphi_0)$ ends at
$$\psi_h=c\,\psi_0+ms\,\varphi_0,\qquad \varphi_h=-\frac{q^2s}{m}\psi_0+c\,\varphi_0 .$$

Put reference gaps on both sides, so that $\psi_0=1+r$, $\varphi_0=iY_0(1-r)$, $\psi_h=t$ and $\varphi_h=iY_0t$. With
$$A=msY_0,\qquad B=\frac{q^2s}{mY_0},$$
the two equations, the second divided by $iY_0$, read
$$t=c(1+r)+iA(1-r),\qquad t=iB(1+r)+c(1-r).$$
Subtracting them gives $r[2c-i(A+B)]=i(B-A)$. Adding them gives
$$2t=[2c+i(A+B)]+r\,i(B-A).$$
Insert $r$, put both terms over the common denominator, and use $c^2+AB=c^2+q^2s^2=1$. The numerator is
$$4c^2+(A+B)^2-(B-A)^2=4(c^2+AB)=4 ,$$
so
$$r=\frac{i(B-A)}{2c-i(A+B)},\qquad t=\frac{2}{2c-i(A+B)} .$$
The quantities $c,s,A,B$ are real even when $q^2<0$. The same identity gives $|r|^2+|t|^2=1$. The slice is mirror-symmetric, so the same $r$ and $t$ hold from the right. At $q=0$, $c=1$ and $s=h$, which returns the opening example. A plane-wave basis fails there, because its two waves coincide.

For an evanescent slice write $q^2=-\kappa^2$. Then $c=\cosh\kappa h$ and $s=\sinh(\kappa h)/\kappa$ can overflow. Take out the factor $e^{\kappa h}$:
$$\tilde c=\frac{1+e^{-2\kappa h}}2,\qquad \tilde s=\frac{1-e^{-2\kappa h}}{2\kappa}.$$
Form $\tilde A,\tilde B$ from $\tilde s$. The factor cancels in $r$, while
$$\ln t=-\kappa h+\ln\frac{2}{2\tilde c-i(\tilde A+\tilde B)} .$$
The real part of the denominator is at least 1, so the logarithm is regular.

## Composing any two blocks

Let block $\mathcal A$ stand left of block $\mathcal B$. A prime denotes reflection for incidence from the right. Each block is taken to have the same flux-normalized $t$ from either side, as a slice does; the result below shows that composition preserves this. With unit incidence from the left, the gap amplitudes satisfy $a=t_{\mathcal A}+r'_{\mathcal A}b$ and $b=r_{\mathcal B}a$. Thus
$$a=\frac{t_{\mathcal A}}{D},\qquad D=1-r'_{\mathcal A}r_{\mathcal B}.$$
The outgoing waves are $t_{\mathcal B}a$ on the right and $r_{\mathcal A}+t_{\mathcal A}b$ on the left:
$$t=\frac{t_{\mathcal A}t_{\mathcal B}}D,\qquad r=r_{\mathcal A}+\frac{t_{\mathcal A}^2r_{\mathcal B}}D .$$
For incidence from the right, $b=t_{\mathcal B}+r_{\mathcal B}a$ and $a=r'_{\mathcal A}b$, so $b=t_{\mathcal B}/D$ and
$$t'=\frac{t_{\mathcal A}t_{\mathcal B}}D=t,\qquad r'=r'_{\mathcal B}+\frac{t_{\mathcal B}^2r'_{\mathcal A}}D .$$

Flux conservation survives composition. The flux is proportional to $\operatorname{Im}(\psi^*\varphi)=Y_0(|a|^2-|b|^2)$. For each block, incoming and outgoing squared amplitudes have equal sums; when the two balances are added, the gap amplitudes cancel. Both reflections have modulus below 1 when $t_{\mathcal A},t_{\mathcal B}\neq0$, so $D\neq0$. If $\mathcal B$ is a thin, weakly reflecting slice, $D$ also stays near 1, since $|D-1|\le|r_{\mathcal B}|$.

The real leads have admittances $Y_L$ and $Y_R$. At a step from $Y_1$ to $Y_2$, continuity gives $1+r=\tau$ and $Y_1(1-r)=Y_2\tau$, hence $\tau=2Y_1/(Y_1+Y_2)$. Unit flux requires multiplying $\tau$ by $\sqrt{Y_2/Y_1}$:
$$r=\frac{Y_1-Y_2}{Y_1+Y_2},\qquad r'=-r,\qquad t=\frac{2\sqrt{Y_1Y_2}}{Y_1+Y_2}.$$

The algorithm is then:

1. Choose $Y_0>0$, for instance $Y_L$. Both leads must propagate at the chosen $E$ and $k$.
2. Cut the barrier at jumps and kinks, then into thin slices, and take $V$ and $m$ at each midpoint.
3. Start with the step $Y_L\to Y_0$, compose the slices from left to right, and finish with $Y_0\to Y_R$.
4. Carry $\ln t=\ln t_{\mathcal A}+\ln t_{\mathcal B}-\ln D$, and report $\ln T=2\operatorname{Re}\ln t$.

In this algorithm $\mathcal B$ is always a thin slice or the final step. Both reflect weakly, so that $D$ is not small, provided $Y_0$ is comparable with $Y_R$ and the slices are thin enough that $A$ and $|B|$ are small. In the junction below $|D|$ stays near 1 for $Y_0=Y_L$, but it falls to about 0.002 at the final step for $Y_0=10^{-3}Y_L$; near the bottom of the left lead band $Y_L$ itself is too small a choice. If $t_{\mathcal A}^2$ then underflows in the formula for $r$, the lost correction is far below the rounding of $r$; the logarithm still holds the transmission. Between two thick blocks at resonance, $D$ can be as small as $t_{\mathcal A}^2$, and the correction can no longer be dropped.

For smooth $V$ and $m$ between cuts, the error falls as $h^2$. The pair $(\psi,\varphi)$ obeys a linear first-order system. About a slice midpoint, the term linear in position integrates to zero, leaving a local error of order $h^3$; there are of order $1/h$ slices. If $L_h$ is the computed $\ln T$, the combination $(4L_{h/2}-L_h)/3$ cancels the leading error.

## A ferroelectric–dielectric junction

Take a 3 nm ferroelectric and a 1 nm dielectric between equal metals, idealized as perfect screeners: no voltage drops inside them. The parameters are rough typical values for a hafnia–zirconia/alumina bilayer: barriers 2 and 3 eV above the left Fermi level, masses 0.2 and 0.3, static permittivities 30 and 9. The lead Fermi energy is 5 eV and the lead mass is 1. Around $x=d_F=3$ nm, band edge and mass change with the weight
$$w=\tfrac12\left[1+\tanh\frac{x-d_F}{0.15\ \text{nm}}\right].$$

The polarization is 20 µC/cm². We assume that trapped interface charge compensates 85% of it in either state, leaving $\sigma=\pm3$ µC/cm²; plus means polarization toward the dielectric. For simplicity, this charge and the permittivity step lie in one plane. The right electrode is at $U=+0.2$ V. Gauss's law and the voltage condition are
$$\epsilon_0(\epsilon_DF_D-\epsilon_FF_F)=\sigma,\qquad F_Fd_F+F_Dd_D=-U .$$
Eliminating $F_D$,
$$F_F=-\frac{U+\sigma d_D/(\epsilon_0\epsilon_D)}{d_F+d_D\epsilon_F/\epsilon_D}.$$
For plus, this is $-(0.2+0.376)/6.333=-0.091$ V/nm, or $-0.91$ MV/cm. An electron's potential energy in eV has slope $F$ in V/nm, so at the interface it is $-0.273$ eV. For minus it is $+0.084$ eV. These potentials are added to the band edge.

At $E=0$ and $k=0$, $Y_L=\sqrt{5/0.0381}=11.46$ nm⁻¹ and $Y_R=\sqrt{5.2/0.0381}=11.68$ nm⁻¹. With $h=0.025$ nm, the first slice has $\kappa=3.239$ nm⁻¹. For $Y_0=Y_L$ this gives $c=1.0033$, $A=0.0573$ and $B=-0.1146$, so
$$r=\frac{-0.1720i}{2.0066+0.0573i}=-0.0024-0.0856i,$$
$$t=0.9959-0.0284i .$$
The second slice is nearly identical. Their composition has $D=1.0073-0.0004i$ and
$$t_{12}=\frac{0.9911-0.0566i}{1.0073-0.0004i}=0.9839-0.0557i .$$

Composing all 160 slices gives $T_+=2.29\times10^{-12}$ and $T_-=7.02\times10^{-13}$, a ratio of 3.25. The bias and compensated share are the same in both states; the electrostatic profile differs.

For plus, direct Runge–Kutta integration of the continuous equations for $\psi$ and $\varphi$ gives $\ln T=-26.804463$. Relative to this value, slices of 0.025 and 0.0125 nm have errors in $\ln T$ of $3.6\times10^{-6}$ and $9.1\times10^{-7}$, a ratio of 4.00. This is numerical accuracy, far finer than the physical accuracy of the model.

## What flux and reciprocity can show

Reciprocity compares two directions through one fixed profile at the same $E$ and $k$. Reversing the polarization changes the profile, so $T_+\neq T_-$ is no violation. Since composition gives $t=t'$ by construction, comparing those two outputs tests little. Recomposing the mirrored stack is more informative about rounding: $T_+$ changes by a relative $1.8\times10^{-14}$. Direct integrations from the two sides differ by $1.6\times10^{-11}$ in $\ln T$.

For flux, the computed $|R+T-1|$, with $R=|r|^2$, is $9\times10^{-16}$. That is small relative to 1, but about $4\times10^{-4}$ of $T_+$. A sharper comparison uses an interior gap. Let $r_R$ and $T_R$ describe everything to its right. The flux there is
$$|a|^2(1-|r_R|^2)=|a|^2T_R=T .$$
Double precision has relative spacing $\varepsilon\approx2.2\times10^{-16}$ near 1. An error of order $\varepsilon$ in $|r_R|^2$ is therefore a relative flux error of order $\varepsilon/T_R$. The mismatch is $2.7\times10^{-4}$ at the entrance and $1.9\times10^{-14}$ at 3.5 nm, where little barrier remains.

Neither property proves that the mass was treated correctly. Suppose $\psi'$ is wrongly made continuous while each $q^2$ is kept. Then $\operatorname{Im}(\psi^*\psi')$ is conserved, and with equal lead masses it is proportional to the flux in both leads. The calculation again gives $|R+T-1|\approx10^{-15}$, yet its $T$ is 0.39 times the correct one.

## Where a transfer matrix fails

Let $M$ map flux-normalized amplitudes on the right to those on the left. With no wave entering from the right, $t=1/M_{11}$. With unit incidence from the right and none from the left, $r'=-M_{12}/M_{11}$ and
$$t'=M_{22}+M_{21}r'=\frac{\det M}{M_{11}} .$$
The determinant is 1, but it is the difference of products of order $1/T$. Its rounding error is thus of order $\varepsilon/T$, whereas $1/M_{11}$ needs no such subtraction.

In the plus example the determinant error is $2.8\times10^{-5}$. With a 6 nm ferroelectric and the other inputs unchanged, $T=10^{-19.5}$ and the error is 1.0: $t'$ is lost. Here $\varepsilon/T$ is about $8\times10^3$, so no correct digit can be expected. The value 1.0 means that the rounded products happened to cancel to zero; another order of operations can leave an error of several thousand.

A thick uniform barrier shows the later failure, overflow. Let its thickness be $d$ and put $\beta=\kappa/m$. At the entrance the decaying wave has $\varphi=-\beta\psi$, so matching gives $2=\psi(1+i\beta/Y_L)$. At the exit, let $G$ be the decaying part and $H$ the reflected part. Then $G+H=\tau$ and $\beta(H-G)=iY_R\tau$, hence $2G=\tau(1-iY_R/\beta)$. With $|G|=|\psi|e^{-\kappa d}$ and $T=(Y_R/Y_L)|\tau|^2$,
$$T\simeq\frac{4Y_L\beta}{Y_L^2+\beta^2}\,\frac{4Y_R\beta}{Y_R^2+\beta^2}\,e^{-2\kappa d}.$$
For 2 eV and $m=0.2$, $\kappa=3.240$ nm⁻¹. The condition $e^{-2\kappa d}=\varepsilon$ puts determinant loss near 5.6 nm. The factor $e^{\kappa d}$ reaches the largest double-precision number near 219 nm. For a flat 300 nm barrier, a numerical exercise rather than a device, composition gives $\log_{10}T=-843.76$.

## What the junction model leaves out

The following changes are made one at a time, at fixed bias and net charge. Factors refer to $T_+$.

- **Image force.** Images in two metal planes a distance $L$ apart add
$$-\frac{e^2}{8\pi\epsilon_0\epsilon}\left[\frac1{2x}+\sum_{n\ge1}\left(\frac{nL}{n^2L^2-x^2}-\frac1{nL}\right)\right].$$
With a uniform optical permittivity $\epsilon=4$ and the barrier cut off at the Fermi level, the factor is 5.8 and the state ratio 3.35. The factor depends on this cutoff: placed 5 eV below the Fermi level it gives 9.2, while the state ratio changes by less than 0.01.
- **Two-band dispersion.** Replace $m$ by $m[1-(V-E)/E_g]$, with rough gaps $E_g$ of 5.5 and 6.5 eV. The factor is 256 and the state ratio falls to 1.46. Here $\kappa^2\propto\Delta(1-\Delta/E_g)$ with $\Delta=V-E$, whose slope $1-2\Delta/E_g$ is small near midgap, so the exponent responds weakly to the polarization potential. A fitted tunnelling mass may already contain part of this effect.
- **In-plane motion.** An in-plane lead energy of 0.1 eV at fixed $E$ gives a factor 0.051. The lighter barrier mass makes the same $k$ costlier there.
- **Electrode screening.** In the plus state the left metal carries about 18 µC/cm², nearly the whole polarization charge. Let the potential in each metal drop over an effective length (screening length divided by permittivity) of only 0.01 nm, and neglect band bending inside the leads. The barrier at the left then rises by 0.19 eV for plus; the factor is 0.44 and the state ratio becomes 0.62, so the order of the states reverses. The reversal sets in near 0.007 nm. A 5 eV free-electron gas has a Thomas–Fermi length of 0.06 nm; used as the effective length at fixed polarization, it gives a factor 0.013 and a state ratio of $2.5\times10^{-4}$. The ratio 3.25 therefore belongs to ideal electrodes and does not predict which state of a real device conducts better.
- **Temperature.** For $k=0$, integrating $T$ over the difference of the lead Fermi functions gives 1.05 times as much at 300 K as at zero temperature. The barrier peak is 2.80 eV, with a Boltzmann factor of about $10^{-47}$, so emission over it is negligible here.

Real films can also conduct through defects, which breaks the assumption of one coherent path. Splitting the barrier at a gap and taking the smaller of its two partial transmissions gives a rough scale for two-step tunnelling. The best position, near 2.2 nm, gives about $10^6T_+$ for $Y_0=Y_L$; for $Y_0$ between $0.3Y_L$ and $10Y_L$ it changes by at most a factor of about four, and a much smaller or much larger $Y_0$ lowers it further. This is a weight per path, not a predicted current, which also needs defect energies, densities and rates.

The assumed compensation matters too: at zero bias the ferroelectric field opposes the polarization with 0.59 MV/cm, against a rough coercive field of 1 MV/cm. At the read bias it reaches 0.91 MV/cm in the plus state, which leaves little margin. These values are for ideal electrodes. With the 0.01 nm screening drop used above, the field at read bias would be 1.21 MV/cm, beyond the rough coercive field, so the plus state might not persist. Less compensation also raises the opposing field; for ideal electrodes at zero bias it is proportional to the net charge. At read bias, again with ideal electrodes, the largest fields are 23% and 35% of rough breakdown values of 4 and 8 MV/cm. The transmission is numerically well resolved for the stated model. Among the neglected effects estimated here, dispersion and defects change $T_+$ most, while electrode screening can reverse the order of the two states and, for an effective length of 0.06 nm, changes their ratio by four orders of magnitude; uncertainty in the barrier heights, masses and thicknesses was not examined.
